# Error of Rectangular Slicing in the Form Factor of a Trapezoidal Line: test program

```python
"""Born form factor of a trapezoidal line replaced by N rectangular slices.

Result under test, at fixed momentum transfer (qx, qz):
  F_N - F = (H^2 / (24 N^2)) C + O(N^-4),
  C = s^2 qx^2 F - 4 i s qz G,
  |F_N - F| <= (H^3 / N^2) (|s qz| / 6 + s^2 |qx| / 12).
H: height; a(z) = a0 - s z: half-width; h = H/N: slice height.
F: integral of exp(-i(qx x + qz z)) over the trapezoid (nm^2).
F_N: the same over N rectangles with mid-height widths.
G: integral over z of cos(qx a(z)) exp(-i qz z) (nm).
Lengths are in nm and momentum transfers in 1/nm.
"""
import numpy as np
from scipy import constants as sc

node, weight = np.polynomial.legendre.leggauss(64)


def sinc(x):
    return np.sinc(x / np.pi)


def trapezoid_quad(qx, qz, H, a0, s):
    """Two-dimensional quadrature over the trapezoid."""
    z = H / 2 * (1 + node)
    a = a0 - s * z
    across = a * (np.exp(-1j * qx * a[:, None] * node) * weight).sum(axis=1)
    return (H / 2 * weight * np.exp(-1j * qz * z) * across).sum()


def staircase_quad(N, qx, qz, H, a0, s, where=0.5):
    """Quadrature over each rectangle; where = 0.5 takes mid-height widths."""
    h = H / N
    bottom = h * np.arange(N)
    a = a0 - s * (bottom + where * h)
    across = a * (np.exp(-1j * qx * a[:, None] * node) * weight).sum(axis=1)
    z = bottom[:, None] + h / 2 * (1 + node)
    along = h / 2 * (np.exp(-1j * qz * z) * weight).sum(axis=1)
    return (across * along).sum()


def sidewall_waves(qx, qz, H, a0, s):
    """Closed-form waves of the two sidewalls and their wavenumbers."""
    kappa = np.array([qz + s * qx, qz - s * qx])
    phase = np.exp(1j * qx * a0 * np.array([1, -1]))
    wave = phase * np.exp(-1j * kappa * H / 2) * H * sinc(kappa * H / 2)
    return wave, kappa


def error_bound(N, qx, qz, H, s):
    return H**3 / N**2 * (abs(s * qz) / 6 + s**2 * abs(qx) / 12)


# ---- example parameters -------------------------------------------------
pitch, w_bottom, w_top, H = 40.0, 22.0, 14.0, 60.0
order, qz = 3, 0.3
energy_keV = 17.0
a0 = w_bottom / 2
s = (w_bottom - w_top) / (2 * H)
qx = 2 * np.pi * order / pitch
shape = (H, a0, s)

# ---- closed form against the definition ---------------------------------
F = trapezoid_quad(qx, qz, *shape)
wave, kappa = sidewall_waves(qx, qz, *shape)
F_closed = (wave[0] - wave[1]) / (1j * qx)
G = (wave[0] + wave[1]) / 2
z_nodes = H / 2 * (1 + node)
G_quad = (H / 2 * weight * np.cos(qx * (a0 - s * z_nodes))
          * np.exp(-1j * qz * z_nodes)).sum()
assert abs(F - F_closed) < 1e-9
assert abs(G - G_quad) < 1e-9
C = s**2 * qx**2 * F_closed - 4j * s * qz * G
for N in (1, 2, 3, 5, 8, 21):
    ratio = sinc(qz * H / N / 2) / sinc(kappa * H / N / 2)
    F_ratio = (wave[0] * ratio[0] - wave[1] * ratio[1]) / (1j * qx)
    assert abs(F_ratio - staircase_quad(N, qx, qz, *shape)) < 1e-9

# ---- leading coefficient, order of the error and next order -------------
err = {N: staircase_quad(N, qx, qz, *shape) - F
       for N in (5, 10, 20, 32, 40, 64, 80)}
lead = H**2 * C / 24
dev32 = abs(32**2 * err[32] / lead - 1)
dev64 = abs(64**2 * err[64] / lead - 1)
exponent = np.log2(abs(err[64]) / abs(err[32]))
assert dev64 < 5e-3
assert abs(dev32 / dev64 - 4) < 0.1
assert abs(exponent + 2) < 0.02

# ---- bound on random shapes and momentum transfers ----------------------
rng = np.random.default_rng(4)
for _ in range(400):
    Hr, ar = rng.uniform(20, 100), rng.uniform(5, 20)
    sr = rng.uniform(0, 1) * ar / Hr
    qxr, qzr = rng.uniform(-1, 1, 2)
    Nr = int(rng.integers(1, 31))
    diff = abs(staircase_quad(Nr, qxr, qzr, Hr, ar, sr)
               - trapezoid_quad(qxr, qzr, Hr, ar, sr))
    assert diff <= error_bound(Nr, qxr, qzr, Hr, sr) + 1e-9

# ---- special momentum transfers and vertical walls ----------------------
F_flat = trapezoid_quad(qx, 0.0, *shape)
flat_error = staircase_quad(16, qx, 0.0, *shape) / F_flat - 1
assert abs(flat_error / (s**2 * qx**2 * (H / 16)**2 / 24) - 1) < 1e-3
q_null = 2 * np.pi / H
F_null = trapezoid_quad(0.0, q_null, *shape)
for N in (2, 3, 5):
    assert abs(staircase_quad(N, 0.0, q_null, *shape) - F_null) < 1e-9
assert abs(staircase_quad(1, 0.0, q_null, *shape) - F_null) > 1.0
assert abs(staircase_quad(3, 0.0, 0.0, *shape)
           - H * (w_bottom + w_top) / 2) < 1e-9
assert abs(staircase_quad(3, qx, qz, H, a0, 0.0)
           - trapezoid_quad(qx, qz, H, a0, 0.0)) < 1e-9

# ---- widths taken at the slice bottom: first order only -----------------
edge = {N: staircase_quad(N, qx, qz, *shape, where=0.0) - F
        for N in (20, 256, 512)}
edge_exponent = np.log2(abs(edge[512]) / abs(edge[256]))
assert abs(512 * edge[512] / (s * H * G) - 1) < 0.02
assert abs(edge_exponent + 1) < 0.02

# ---- intensity error and number of slices needed ------------------------
intensity64 = abs(F + err[64])**2 / abs(F)**2 - 1
intensity_lead = H**2 / 12 * (C / F).real
assert abs(64**2 * intensity64 / intensity_lead - 1) < 0.01
target = 0.01
N_estimate = np.sqrt(abs(lead / F) / target)
relative = np.array([abs(staircase_quad(N, qx, qz, *shape) / F - 1)
                     for N in range(1, 201)])
N_needed = int(np.nonzero(relative > target)[0][-1]) + 2
assert abs(N_needed - np.ceil(N_estimate)) <= 1

# ---- false satellite of the staircase -----------------------------------
N_sat = 10
qz_sat = 2 * np.pi * N_sat / H - s * qx
F_sat = trapezoid_quad(qx, qz_sat, *shape)
sat10 = abs(staircase_quad(N_sat, qx, qz_sat, *shape) / F_sat - 1)
sat40 = abs(staircase_quad(4 * N_sat, qx, qz_sat, *shape) / F_sat - 1)
assert sat10 > 0.4 and sat40 < 0.1 * sat10

# ---- neglected: refraction and multiple forward scattering --------------
electron_density = 700.0
wavelength = sc.h * sc.c / (energy_keV * 1e3 * sc.e) * 1e9
r_e = sc.physical_constants['classical electron radius'][0] * 1e9
phase_per_nm = r_e * wavelength * electron_density
q_abs = np.hypot(qx, qz)
tilt = np.arctan2(qz, qx)
theta = np.arcsin(q_abs * wavelength / (4 * np.pi))
upstream = np.array([qz, -qx]) / q_abs
walls = [(0.0, -1.0, 0.0), (0.0, 1.0, H), (1.0, s, a0), (-1.0, s, a0)]


def path_before(x, z):
    """Length of material crossed by the beam before it reaches (x, z)."""
    total = np.zeros(np.broadcast(x, z).shape)
    for m in range(-3, 4):
        enter, leave = np.zeros_like(total), np.full_like(total, np.inf)
        for nx, nz, offset in walls:
            slope = nx * upstream[0] + nz * upstream[1]
            t = (offset + nx * m * pitch - nx * x - nz * z) / slope
            if slope > 0:
                leave = np.minimum(leave, t)
            else:
                enter = np.maximum(enter, t)
        total += np.maximum(0.0, leave - enter)
    return total


def eikonal_area(points):
    n, w = np.polynomial.legendre.leggauss(points)
    z = (H / 2 * (1 + n))[:, None]
    a = a0 - s * z
    x = a * n
    area = H / 2 * w[:, None] * a * w
    phase = qx * x + qz * z + phase_per_nm * path_before(x, z)
    return (area * np.exp(-1j * phase)).sum()


F_eik = eikonal_area(200)
assert abs(F_eik - eikonal_area(120)) < 1e-3 * abs(F)
x_exit = (np.arange(20000) + 0.5) * pitch / 20000
total_path = path_before(x_exit, np.full_like(x_exit, H))
exit_wave = (np.exp(-1j * phase_per_nm * total_path) - 1) / (-1j * phase_per_nm)
F_exit = (np.exp(-1j * (qx * x_exit + qz * H)) * exit_wave).mean()
F_exit *= pitch * np.cos(tilt)
assert abs(F_exit - F_eik) < 1e-3 * abs(F)
eik_change = abs(F_eik)**2 / abs(F)**2 - 1

# ---- neglected: roughness, rounded corners, absorption ------------------
sigma = 1.0
hn, hw = np.polynomial.hermite.hermgauss(24)
F_rough = sum(w * trapezoid_quad(qx, qz, H, a0 + np.sqrt(2) * sigma * t, s)
              for t, w in zip(hn, hw)) / np.sqrt(np.pi)
assert abs(F_rough / F - np.exp(-(qx * sigma)**2 / 2)) < 1e-8
rough_change = abs(F_rough)**2 / abs(F)**2 - 1


def rounding_change(qx, qz, radius):
    """Change of F when both top corners are rounded."""
    angle = np.pi / 4 * (1 + node)
    z = H - radius + radius * np.sin(angle)
    a = a0 - s * z
    cut = radius * (1 - np.cos(angle))
    strip = 2 / qx * (np.sin(qx * (a - cut)) - np.sin(qx * a))
    dz = np.pi / 4 * weight * radius * np.cos(angle)
    return (strip * np.exp(-1j * qz * z) * dz).sum()


radius = 2.0
lost_area = 2 * radius**2 * (1 - np.pi / 4)
assert abs(rounding_change(1e-6, 0.0, radius) + lost_area) < 1e-6
round_change = abs(F + rounding_change(qx, qz, radius))**2 / abs(F)**2 - 1
attenuation_mm = 0.5
absorb_change = np.expm1(-H / np.cos(tilt) / (attenuation_mm * 1e6))
N_balance = np.sqrt(abs(intensity_lead / eik_change))


def show(label, z, unit):
    print(f"{label}: {z.real:.4f} {z.imag:+.4f}i {unit}")


print(f"pitch {pitch:.0f} nm, height H {H:.0f} nm")
print(f"bottom width {w_bottom:.0f} nm, top width {w_top:.0f} nm")
print(f"bottom half-width a0: {a0:.1f} nm; wall slope s: {s:.5f}")
print(f"sidewall angle: {np.degrees(np.arctan(1 / s)):.2f} deg")
print(f"grating order {order}: qx = {qx:.5f} 1/nm; qz = {qz:.3f} 1/nm")
print(f"kappa+ = {kappa[0]:.5f} 1/nm; kappa- = {kappa[1]:.5f} 1/nm")
print(f"cross-section area: {H * (w_bottom + w_top) / 2:.1f} nm^2")
show("sidewall wave P+", wave[0], "nm")
show("sidewall wave P-", wave[1], "nm")
show("F", F, "nm^2")
print(f"|F|: {abs(F):.4f} nm^2")
show("G", G, "nm")
show("C", C, "(dimensionless)")
print(f"H^2 |C| / 24: {abs(lead):.3f} nm^2")
print("N, |F_N-F| (nm^2), |F_N-F|/|F| (%), N^2 |F_N-F| (nm^2):")
for N in (5, 10, 20, 40, 80):
    e = abs(err[N])
    print(f"  {N:3d}  {e:.5f}  {100 * e / abs(F):.4f}  {N**2 * e:.3f}")
print(f"error exponent, N = 32 to 64: {exponent:.4f}")
print(f"deviation from leading law, N = 32: {100 * dev32:.3f} %")
print(f"deviation from leading law, N = 64: {100 * dev64:.3f} %")
print(f"rigorous bound, N = 10: {error_bound(10, qx, qz, H, s):.3f} nm^2")
print(f"N estimated for 1 % amplitude error: {N_estimate:.2f}")
print(f"N needed for 1 % (direct search to 200): {N_needed}")
print(f"bottom-edge widths, N = 20: error {100*abs(edge[20]/F):.2f} % of |F|")
print(f"bottom-edge exponent, N = 256 to 512: {edge_exponent:.4f}")
print(f"N^2 x relative intensity error, leading: {intensity_lead:.3f}")
print(f"relative intensity error, N = 64: {100 * intensity64:.4f} %")
print(f"qz = 0, N = 16: relative error {100 * flat_error.real:.4f} %")
print(f"false satellite for N = {N_sat}: qz = {qz_sat:.4f} 1/nm")
print(f"  relative amplitude error there, N = 10: {100 * sat10:.1f} %")
print(f"  relative amplitude error there, N = 40: {100 * sat40:.2f} %")
print(f"photon energy {energy_keV:.0f} keV, wavelength {wavelength:.5f} nm")
print(f"half scattering angle: {np.degrees(theta):.4f} deg")
print(f"beam tilt from line height axis: {np.degrees(tilt):.2f} deg")
print(f"electron density: {electron_density:.0f} 1/nm^3")
print(f"phase shift over height H: {phase_per_nm * H:.5f} rad")
print("neglected effects, relative change of intensity:")
print(f"  eikonal refraction and rescattering: {100 * eik_change:.3f} %")
print(f"  edge roughness {sigma:.0f} nm rms: {100 * rough_change:.2f} %")
print(f"  top corner radius {radius:.0f} nm: {100 * round_change:.2f} %")
print(f"  absorption, length {attenuation_mm} mm: {100*absorb_change:.4f} %")
print(f"N where slicing equals eikonal change (leading): {N_balance:.1f}")
print("success")
```

It prints:

```
pitch 40 nm, height H 60 nm
bottom width 22 nm, top width 14 nm
bottom half-width a0: 11.0 nm; wall slope s: 0.06667
sidewall angle: 86.19 deg
grating order 3: qx = 0.47124 1/nm; qz = 0.300 1/nm
kappa+ = 0.33142 1/nm; kappa- = 0.26858 1/nm
cross-section area: 1080.0 nm^2
sidewall wave P+: -0.1387 -2.9833i nm
sidewall wave P-: 5.6945 -4.5560i nm
F: 3.3374 +12.3784i nm^2
|F|: 12.8205 nm^2
G: 2.7779 -3.7696i nm
C: -0.2983 -0.2100i (dimensionless)
H^2 |C| / 24: 54.719 nm^2
N, |F_N-F| (nm^2), |F_N-F|/|F| (%), N^2 |F_N-F| (nm^2):
    5  2.78334  21.7101  69.583
   10  0.57451  4.4812  57.451
   20  0.13840  1.0795  55.361
   40  0.03430  0.2675  54.877
   80  0.00856  0.0667  54.758
error exponent, N = 32 to 64: -2.0049
deviation from leading law, N = 32: 0.460 %
deviation from leading law, N = 64: 0.114 %
rigorous bound, N = 10: 7.577 nm^2
N estimated for 1 % amplitude error: 20.66
N needed for 1 % (direct search to 200): 21
bottom-edge widths, N = 20: error 7.42 % of |F|
bottom-edge exponent, N = 256 to 512: -1.0004
N^2 x relative intensity error, leading: -6.562
relative intensity error, N = 64: -0.1602 %
qz = 0, N = 16: relative error 0.0579 %
false satellite for N = 10: qz = 1.0158 1/nm
  relative amplitude error there, N = 10: 77.7 %
  relative amplitude error there, N = 40: 0.61 %
photon energy 17 keV, wavelength 0.07293 nm
half scattering angle: 0.1858 deg
beam tilt from line height axis: 32.48 deg
electron density: 700 1/nm^3
phase shift over height H: 0.00863 rad
neglected effects, relative change of intensity:
  eikonal refraction and rescattering: -0.068 %
  edge roughness 1 nm rms: -19.91 %
  top corner radius 2 nm: 26.51 %
  absorption, length 0.5 mm: -0.0142 %
N where slicing equals eikonal change (leading): 98.3
success
```
